# Complex bands and midgap decay in a diatomic tight-binding chain

## Symmetry and the form of the answer

Consider a chain of cells of length $a$. Each cell $n$ holds an orbital A with amplitude $A_n$ and on-site energy $+\Delta$, and an orbital B with amplitude $B_n$ and on-site energy $-\Delta$. The zero of energy is the mean of the two. Hopping is $t_1$ inside a cell and $t_2$ between neighbouring cells. The orbitals are orthonormal, both hoppings are real and nonzero, and there are no others. The stationary equations are

$$(E-\Delta)A_n=t_1B_n+t_2B_{n-1},\qquad (E+\Delta)B_n=t_1A_n+t_2A_{n+1}. \tag{1}$$

Look for solutions that are multiplied by a factor $\lambda$ from one cell to the next. A propagating wave has $|\lambda|=1$, and an evanescent one has $|\lambda|=e^{\pm\kappa a}$ with $\kappa>0$. Two symmetries restrict the relation between $E$ and $\lambda$.

First, replacing $\lambda$ by $1/\lambda$ transposes the $2\times2$ matrix of the problem and leaves its determinant unchanged. The relation can therefore contain $\lambda$ only through $\lambda+1/\lambda$.

Second, define $A'_n=B_{-n}$ and $B'_n=-A_{-n}$. The second equation of (1), taken at cell $-n$, becomes

$$(E+\Delta)A'_n=-t_1B'_n-t_2B'_{n-1}.$$

Multiplied by $-1$, this is the first equation of (1) with $E$ replaced by $-E$. The first equation of (1) turns into the second in the same way. A solution at $E$ with factor $\lambda$ thus gives a solution at $-E$ with factor $1/\lambda$, so $\kappa(E)=\kappa(-E)$.

A determinant of two equations is quadratic in $E$, and evenness removes the linear term. Hopping reaches only the neighbouring cell, so one off-diagonal element contains $1/\lambda$ and the other $\lambda$, and their product has no higher powers. What remains is

$$E^2=\alpha+\beta\,(\lambda+1/\lambda),$$

where $\alpha$ and $\beta$ have the dimension of energy squared. Evenness makes midgap a stationary point of a smooth $\kappa(E)$, but does not by itself tell a maximum from a minimum. The coefficients settle that.

## The determinant and the real bands

Put $A_n=A\lambda^n$ and $B_n=B\lambda^n$ in (1) and divide by $\lambda^n$:

$$(E-\Delta)A=(t_1+t_2/\lambda)B,\qquad (E+\Delta)B=(t_1+t_2\lambda)A.$$

A nonzero solution requires a vanishing determinant:

$$E^2-\Delta^2=(t_1+t_2/\lambda)(t_1+t_2\lambda)=t_1^2+t_2^2+t_1t_2(\lambda+1/\lambda). \tag{2}$$

Hence $\alpha=\Delta^2+t_1^2+t_2^2$ and $\beta=t_1t_2$. Multiplication by $\lambda$ gives a quadratic equation whose two roots have product 1. Equations (1) fix all amplitudes once two neighbouring ones are given, so the solution space is two-dimensional. Two distinct roots therefore supply every solution at that energy.

From here on $t_1t_2>0$. The other sign needs no new calculation: multiplying both amplitudes in cell $n$ by $(-1)^n$ changes the sign of $t_2$ and of $\lambda$, and leaves $\kappa$ unchanged.

For a real wavenumber $k$, $\lambda=e^{ika}$ and $\lambda+1/\lambda=2\cos ka$. With $\cos ka=2\cos^2(ka/2)-1$, equation (2) becomes

$$E^2=G^2+4t_1t_2\cos^2(ka/2),\qquad G^2=\Delta^2+(t_1-t_2)^2. \tag{3}$$

The smallest $|E|$ is $G$, reached at $k=\pi/a$. The valence edge is $E_v=-G$, the conduction edge is $E_c=+G$, and the gap is $E_g=2G$. A gap requires $G>0$, so $\Delta=0$ and $t_1=t_2$ must not hold together.

## Decay inside the gap

Solve (2) for the sum of the roots and insert $\Delta^2=G^2-(t_1-t_2)^2$:

$$\lambda+\frac1\lambda=\frac{E^2-\Delta^2-t_1^2-t_2^2}{t_1t_2}=-2-\frac{G^2-E^2}{t_1t_2}. \tag{4}$$

For $|E|<G$ the right side is below $-2$. The roots are then real, negative and reciprocal, $\lambda=-e^{\mp\kappa a}$, which corresponds to $k=\pi/a\pm i\kappa$. The minus sign is the alternation inherited from the band edge at $\pi/a$. With these roots the left side of (4) is $-2\cosh\kappa a$, so

$$2\cosh\kappa a-2=\frac{G^2-E^2}{t_1t_2}.$$

Because $\cosh\kappa a-1=2\sinh^2(\kappa a/2)$,

$$\boxed{\;\sinh^2\frac{\kappa a}{2}=\frac{G^2-E^2}{4t_1t_2},\qquad |E|\le G\;} \tag{5}$$

The left side grows with $\kappa$, and the right side is largest at $E=0$ and nowhere else. Within the gap, decay is therefore strongest at midgap, where

$$\kappa_{\max}=\frac2a\,\operatorname{arsinh}\frac{G}{2\sqrt{t_1t_2}}. \tag{6}$$

The slope follows by differentiating $2t_1t_2(\cosh\kappa a-1)=G^2-E^2$, which gives $2t_1t_2\,a\sinh(\kappa a)\,d\kappa/dE=-2E$, or

$$\frac{d\kappa}{dE}=-\frac{E}{a\,t_1t_2\sinh\kappa a}. \tag{7}$$

It is positive below midgap and negative above it. At the band edges $\kappa\to0$ and the slope diverges, so $\kappa$ is most sensitive there to a small error in the barrier height. The transmission of a finite film has no such divergence.

Moving from either edge into the gap raises $\kappa$, and the two rising branches join smoothly at midgap.

Two limits show what sets the size of $\kappa_{\max}$.

- **Pure bond alternation**, $\Delta=0$. At $E=0$ equation (2) factorizes, with roots $\lambda=-t_1/t_2$ and $\lambda=-t_2/t_1$. Hence $\kappa_{\max}a=|\ln(t_1/t_2)|$.
- **Wide gap**, $G\gg\sqrt{t_1t_2}$. Since $\operatorname{arsinh}y\approx\ln 2y$ for large $y$, $\kappa_{\max}a\approx\ln(G^2/t_1t_2)$. At fixed hoppings the decay then grows only logarithmically with the gap.

## Why the statement is restricted to the gap

Above and below both bands, $E^2>\Delta^2+(t_1+t_2)^2$. By (2), $\lambda+1/\lambda>2$, the roots are positive, and

$$\cosh\kappa a=\frac{E^2-\Delta^2-t_1^2-t_2^2}{2t_1t_2}.$$

This grows without limit as $|E|$ increases. At midgap $\cosh\kappa a=(\Delta^2+t_1^2+t_2^2)/(2t_1t_2)$. The two are equal at

$$E^2=2(\Delta^2+t_1^2+t_2^2), \tag{8}$$

and farther out the decay is stronger than at midgap. The midgap maximum is a property of the gap, not of the whole energy axis.

## Tunnelling mass and approximate dispersions

Near the conduction edge write $k=\pi/a+q$. Then $\cos^2(ka/2)=\sin^2(qa/2)\approx(qa/2)^2$, and (3) gives

$$E\approx\sqrt{G^2+t_1t_2a^2q^2}\approx G+\frac{t_1t_2a^2}{2G}q^2.$$

Comparison with $G+\hbar^2q^2/2m^*$ yields the band-edge mass

$$m^*=\frac{\hbar^2G}{t_1t_2a^2}. \tag{9}$$

For small $\kappa a$, $\sinh^2(\kappa a/2)\approx(\kappa a/2)^2$, and (5) becomes $\kappa^2\approx(G^2-E^2)/(t_1t_2a^2)$. Multiply by $\hbar^2/2m^*=t_1t_2a^2/2G$ and factor $G^2-E^2=(E_c-E)(E-E_v)$:

$$\frac{\hbar^2\kappa_F^2}{2m^*}=\frac{(E_c-E)(E-E_v)}{E_g}. \tag{10}$$

This is the Franz two-band form. Since $a\kappa_F/2=\sqrt{(G^2-E^2)/4t_1t_2}$, the chain result can be written with $E_g$, $m^*$ and $a$ as its inputs:

$$\kappa(E)=\frac2a\operatorname{arsinh}\frac{a\,\kappa_F(E)}2. \tag{11}$$

Because $\operatorname{arsinh}x<x$ for $x>0$, the Franz form overestimates the decay of this chain throughout the gap. From $\operatorname{arsinh}x\approx x-x^3/6$, the leading relative excess is $(a\kappa_F)^2/24$. It vanishes at the band edges, and also for $a\to0$ at fixed $E_g$ and $m^*$.

The one-band parabola $\hbar^2\kappa_P^2/2m^*=E_c-E$ omits the valence band. Division by (10) gives $\kappa_P/\kappa_F=\sqrt{E_g/(E-E_v)}$. This tends to 1 at the conduction edge, equals $\sqrt2$ at midgap and diverges at the valence edge, where the true decay vanishes but the parabola has its largest value in the gap.

A simulator that accepts only a one-band barrier needs the energy-dependent mass

$$m_t(E)=\frac{\hbar^2\kappa^2(E)}{2(E_c-E)}. \tag{12}$$

With $\kappa_F$ in place of $\kappa$ this would be $m^*(E-E_v)/E_g$, which is $m^*/2$ at midgap. The exact $\kappa$ is smaller, so $m_t<m^*/2$ there. At the conduction edge $m_t\to m^*$.

## From decay constant to film transmission

Couple the two end orbitals of a finite chain to contacts with an energy-independent broadening $\Gamma$, which adds $-i\Gamma/2$ to each end energy. The coherent one-channel transmission is $T=\Gamma^2|g|^2$, where $g$ is the Green-function element between the two ends.

To find $g$, set the first amplitude to 1 and use the equations of the chain, including the left contact term, to generate the others one by one. Every equation is then satisfied except the last, which leaves a residual $r$. The generated amplitudes are therefore the response to a source $r$ on the last orbital, so $g=1/r$.

The amplitudes combine a growing and a decaying solution. The growing part cannot be absent: a purely decaying solution has a real ratio of its first two amplitudes, whereas the left contact term makes that ratio complex. The residual of the growing part at the right end does not vanish either, for a similar reason. If the last amplitude is nonzero, the contact term gives an imaginary part; if it is zero, the preceding amplitude is not. Once the chain of $N$ cells is long enough for the growing part to dominate the residual, $|r|$ grows as $e^{\kappa Na}$, and

$$T\approx C(E)\,e^{-2\kappa(E)Na}. \tag{13}$$

The condition $e^{-2\kappa Na}\ll1$ alone is not always enough: near the energy of a state localized at an end, weak contacts make the contribution of the growing part to the residual small, and a longer chain may be needed. The prefactor $C$ depends on the ends and the contacts. The minimum of $T$ satisfies $C'/C=2Na\,\kappa'(E)$. Near midgap (7) gives $\kappa'\approx-E/(a\,t_1t_2\sinh\kappa_{\max}a)$, so to leading order in $1/N$

$$E_{\min}\approx-\frac{C'(0)}{C(0)}\,\frac{t_1t_2\sinh(\kappa_{\max}a)}{2N}. \tag{14}$$

This requires $|(\ln C)''|\ll 2N/(t_1t_2\sinh\kappa_{\max}a)$, a much stronger condition than $e^{-2\kappa Na}\ll1$ when end states lie near midgap. For $\Delta=0$, $t_1=2$ eV, $t_2=2.5$ eV, $\Gamma=1$ eV and 60 cells, $C'(0)=0$ by symmetry, yet midgap is a local maximum of $T$ and the minima lie near $\pm0.085$ eV. Within the gap, the least transmission of a thin film can therefore lie away from midgap, although $\kappa$ peaks there. To extract $\kappa$, take the slope of $\ln T$ against thickness at fixed energy, using only films thick enough for (13) to hold. This removes $C$.

## Overlap moves the maximum

Let the hoppings be equal, $t_1=t_2=t$, and let neighbouring orbitals have overlap $s$, with $|s|<1/2$ so that the overlap matrix is positive. The equations $(H-ES)\psi=0$ have the form (1) with both hoppings replaced by $t-Es$. Equation (5) becomes

$$\sinh^2\frac{\kappa a}2=\frac{\Delta^2-E^2}{4(t-Es)^2}. \tag{15}$$

The derivative of $f=(\Delta^2-E^2)/(t-Es)^2$ is

$$f'=\frac{-2E(t-Es)+2s(\Delta^2-E^2)}{(t-Es)^3}=\frac{2(s\Delta^2-tE)}{(t-Es)^3},$$

because the two terms in $sE^2$ cancel. The single zero is

$$E_b=\frac{s\Delta^2}{t}. \tag{16}$$

If $|s|\Delta<|t|$, this energy lies in the gap and $t-Es$ does not vanish there. Since $f$ is zero at both edges and positive between them, $E_b$ is its maximum. The edges stay at $\pm\Delta$, so the maximum has left midgap. The value of $t$ in (16) belongs to the chosen energy zero: shifting all energies by $E_0$ changes $t$ to $t+sE_0$.

## Worked numbers

The inputs are round model parameters and do not describe a particular oxide: $\Delta=3$ eV, $t_1=2.5$ eV, $t_2=2$ eV, $a=0.4$ nm. Then $t_1t_2=5$ eV² and

$$G=\sqrt{3^2+0.5^2}=3.041\ \text{eV},\qquad E_g=6.083\ \text{eV}.$$

With $\hbar^2/m_0=0.0762$ eV nm², where $m_0$ is the free-electron mass,

$$\frac{m^*}{m_0}=\frac{0.0762\times3.041}{5\times0.4^2}=0.290.$$

The curvature of the numerically diagonalized band gives the same value. At midgap

$$\kappa_{\max}=\frac{2}{0.4}\operatorname{arsinh}\frac{3.041}{2\sqrt5}=3.18\ \text{nm}^{-1},$$

a decay length of 0.314 nm. The amplitude is multiplied by $-0.280$ per cell. Decay constants in nm⁻¹ are:

| $E$ (eV) | chain | Franz | one-band |
|---|---|---|---|
| −2 | 2.46 | 2.56 | 6.19 |
| 0 | 3.18 | 3.40 | 4.81 |
| 2 | 2.46 | 2.56 | 2.81 |
| 3 | 0.558 | 0.559 | 0.561 |

The chain values agree with those from the eigenvalues of a numerical one-cell transfer matrix. At midgap the Franz value is 7% above the chain value and the one-band value 51% above it. The parabola also misses the symmetry between $E=-2$ and $+2$ eV.

The midgap tunnelling mass is $0.0762\times3.181^2/(2\times3.041)=0.127$, in units of $m_0$, or 0.44 of the band-edge mass. It should not be used as a constant: at $E=2$ eV the same formula gives $0.0762\times2.461^2/(2\times1.041)=0.22$.

For five cells, $L=2$ nm, the factor $e^{-2\kappa L}$ at midgap is $3.0\times10^{-6}$ for the chain, $1.2\times10^{-6}$ for Franz and $4.4\times10^{-9}$ for one band. The exponent turns a 51% error in $\kappa$ into a factor of about 670. With $\Gamma=1$ eV the full transmission is $1.025\times10^{-6}$ at midgap, so $C\approx1.025/2.975=0.34$. At $E=2$ eV it is $1.86\times10^{-5}$, about 18 times larger.

A chain with A orbitals at both ends shows the shift of (14). Its least transmission within the gap lies at $-0.250$ eV for 10 cells plus the extra A, and at $-0.066$ eV for 40. The ratio is 3.8, close to the leading-order value of 4.

Equation (8) gives $\sqrt{2(9+6.25+4)}=6.20$ eV as the outer energy with midgap decay, above the band top at 5.41 eV. In the separate overlap case with $t=-2$ eV and $s=0.1$, (16) gives $E_b=0.1\times9/(-2)=-0.45$ eV, which a direct numerical maximization confirms.

## Notes for implementation

- Measure $E$ from midgap before using (5). In a biased film, a local $E$ measured from the local midgap is a semiclassical approximation, suited to potentials that vary little over a cell. It supplies the exponent only: the prefactor changes with bias, most strongly when the local energy approaches a band edge.
- Evaluate $\kappa$ through $\operatorname{arsinh}$, as in (11). Near a band edge $\cosh\kappa a$ is close to 1, and recovering $\kappa$ from it loses digits. The gain comes from the factored form $(E_c-E)(E-E_v)$ of (10) with the edges given as inputs; if $G$ is itself computed from $\Delta$, $t_1$ and $t_2$, its rounding costs about as many digits near the edge.
- As an independent check, build the transfer matrix from $B_n=[(E-\Delta)A_n-t_2B_{n-1}]/t_1$ and $A_{n+1}=[(E+\Delta)B_n-t_1A_n]/t_2$, acting on the pair $(B_{n-1},A_n)$. The two steps have determinants $-t_2/t_1$ and $-t_1/t_2$, so the product must be 1. In the gap, $\kappa=\ln|\lambda|_{\max}/a$.
- The chain has one orbital pair per cell and no transverse momentum. A real dielectric has several complex bands, and neither (5) nor the midgap position of the maximum may be assumed for it without a calculation.

The full set of values is in the numerical output below.

## Computed values

```
on-site energy Delta = 3.00 eV
hopping t1 = 2.50 eV, t2 = 2.00 eV
cell length a = 0.40 nm
half gap G = 3.0414 eV, gap 2G = 6.0828 eV
top of upper band = 5.4083 eV
hbar^2/m0 = 0.076200 eV nm^2
band-edge mass, formula = 0.2897 m0
band-edge mass, from band curvature = 0.2897 m0
kappa in 1/nm: transfer matrix, formula, Franz, one-band
  E = -2.00 eV: 2.4611, 2.4611, 2.5617, 6.1913
  E = -1.00 eV: 3.0236, 3.0236, 3.2113, 5.5433
  E =  0.00 eV: 3.1813, 3.1813, 3.4004, 4.8088
  E =  1.00 eV: 3.0236, 3.0236, 3.2113, 3.9397
  E =  2.00 eV: 2.4611, 2.4611, 2.5617, 2.8139
  E =  3.00 eV: 0.5579, 0.5579, 0.5590, 0.5609
kappa a at midgap = 1.2725 (no unit)
amplitude factor per cell at midgap = -0.2801 (no unit)
decay length 1/kappa at midgap = 0.3143 nm
slope dkappa/dE at 1 eV: numeric -0.32752, formula -0.32752 1/(nm eV)
one-band tunnelling mass at midgap = 0.1268 m0
its ratio to the band-edge mass = 0.4377 (no unit)
outer energy with midgap decay = 6.2048 eV
film: 5 cells, length = 2.00 nm
film factor exp(-2 kappa L) at midgap (no unit):
  exact chain = 2.975e-06
  Franz = 1.239e-06
  one-band = 4.428e-09
contact broadening = 1.00 eV
transmission of the film with contacts (no unit):
  E = 0.00 eV: 1.025e-06
  E = 2.00 eV: 1.859e-05
energy of least transmission, chain with A at both ends:
  10 cells plus one A: -0.2500 eV
  40 cells plus one A: -0.0655 eV
overlap case: t = -2.00 eV, s = 0.10 (no unit)
  energy of strongest decay, numeric = -0.4500 eV
  energy of strongest decay, formula = -0.4500 eV
```
